# Splitting of the silicon Δ valleys by biaxial (001) strain: verification in Python

```python
# Result under test: biaxial (001) strain splits six Delta valleys by
#   E(Delta2) - E(Delta4) = Xi_u * (eps_perp - eps_par)   to first order.
# Delta2: valleys on +-[001]; Delta4: valleys on +-[100] and +-[010].
# Xi_d, Xi_u: dilation and uniaxial deformation potentials (eV).
# eps_par, eps_perp: in-plane and out-of-plane strain, tension positive.
# Xi_u comes from the unstrained valley state; the splitting comes from
# diagonalizing a strained plane-wave crystal and locating its minima.
# Wavevectors are in units of 2*pi/a of the unstrained crystal.
import itertools
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar

lattice_constant = 5.4e-10
C11, C12 = 160.0, 64.0
rydberg = const.value("Rydberg constant times hc in eV")
kinetic_unit = (const.hbar * 2 * np.pi / lattice_constant) ** 2 / (
    2 * const.m_e * const.e)

# Smooth local pseudopotential V(x), x = squared wavevector, zero for x > 16
node_x = np.array([0.0, 3.0, 8.0, 11.0])
node_v = np.array([-0.60, -0.22, 0.05, 0.07])
coefficients = np.linalg.solve(np.vander(node_x, 4, increasing=True),
                               node_v / (16.0 - node_x) ** 3)
potential_poly = Polynomial(coefficients) * Polynomial([16.0, -1.0]) ** 3
potential_slope = potential_poly.deriv()


def cut(poly, x):
    return rydberg * np.where(x < 16.0, poly(np.minimum(x, 16.0)), 0.0)


def plane_waves(cutoff):
    n = int(np.sqrt(cutoff)) + 1
    return np.array([g for g in itertools.product(range(-n, n + 1), repeat=3)
                     if len({c % 2 for c in g}) == 1
                     and sum(c * c for c in g) <= cutoff], dtype=float)


class Crystal:
    """Homogeneously strained crystal; k is labelled by its unstrained value."""

    def __init__(self, strain, cutoff=27):
        deformation = np.eye(3) + strain
        self.inverse = np.linalg.inv(deformation)
        self.G = plane_waves(cutoff)
        self.d = self.G[:, None, :] - self.G[None, :, :]
        self.structure = np.cos(np.pi / 4 * self.d.sum(axis=2))
        self.x = ((self.d @ self.inverse) ** 2).sum(axis=2)
        self.V = (cut(potential_poly, self.x) * self.structure
                  / np.linalg.det(deformation))
        np.fill_diagonal(self.V, 0.0)

    def matrix(self, k):
        p = (self.G + k) @ self.inverse
        return self.V + np.diag(kinetic_unit * (p ** 2).sum(axis=1))

    def energy(self, k):
        return eigh(self.matrix(k), eigvals_only=True,
                    subset_by_index=[4, 4])[0]

    def valley(self, axis):
        found = minimize_scalar(lambda s: self.energy(s * axis),
                                bounds=(0.6, 1.0), method="bounded",
                                options={"xatol": 1e-7})
        assert 0.62 < found.x < 0.99
        return found.x, found.fun


def deformation_tensor(crystal, k):
    """First-order energy change per strain component, unstrained state."""
    c = eigh(crystal.matrix(k), subset_by_index=[4, 4])[1][:, 0]
    p = crystal.G + k
    kinetic = -2 * kinetic_unit * np.einsum("g,gi,gj->ij", c ** 2, p, p)
    weight = (np.outer(c, c) * crystal.structure
              * cut(potential_slope, crystal.x))
    shape = np.empty((3, 3))
    for i in range(3):
        for j in range(3):
            shape[i, j] = -2 * np.sum(weight * crystal.d[:, :, i]
                                      * crystal.d[:, :, j])
    return kinetic + shape - np.eye(3) * (c @ crystal.V @ c)


X, Y, Z = np.eye(3)
axes = [X, -X, Y, -Y, Z, -Z]
unstrained = Crystal(np.zeros((3, 3)))
k0, E0 = unstrained.valley(Z)

# The stationary point on the axis is also a minimum across the axis
for side in (0.03 * X, 0.02 * (X + Y), 0.02 * (X - Y)):
    assert unstrained.energy(k0 * Z + side) > E0

# Symmetry leaves two constants in the deformation tensor
D = deformation_tensor(unstrained, k0 * Z)
assert np.max(np.abs(D - np.diag(np.diag(D)))) < 1e-5
assert abs(D[0, 0] - D[1, 1]) < 1e-5
Xi_d = D[0, 0]
Xi_u = D[2, 2] - D[0, 0]

# General strain tensor, all six valleys, finite differences at fixed k
general = np.array([[0.7, 0.3, -0.2], [0.3, -0.4, 0.5], [-0.2, 0.5, 0.9]])
h = 1e-4
plus, minus = Crystal(h * general), Crystal(-h * general)
general_error = 0.0
for n in axes:
    slope = (plus.energy(k0 * n) - minus.energy(k0 * n)) / (2 * h)
    law = Xi_d * np.trace(general) + Xi_u * (n @ general @ n)
    general_error = max(general_error, abs(slope - law))
assert general_error < 5e-3  # finite-difference truncation

# Free surface: minimize the elastic energy over the perpendicular strain
def elastic_energy(perp, par=1.0):
    e = np.array([par, par, perp])
    stiffness = np.full((3, 3), C12) + (C11 - C12) * np.eye(3)
    return 0.5 * e @ stiffness @ e


relaxed = minimize_scalar(elastic_energy).x
poisson_ratio_biaxial = 2 * C12 / C11
assert abs(relaxed + poisson_ratio_biaxial) < 1e-6


def biaxial(par):
    return np.diag([par, par, -poisson_ratio_biaxial * par])


def linear_splitting(par):
    eps = biaxial(par)
    return Xi_u * (eps[2, 2] - eps[0, 0])


def two_valleys(strain):
    crystal = Crystal(strain)
    return crystal.valley(Z)[1], crystal.valley(X)[1]


# Slopes of the relocated minima against the unstrained-state constants
zp, xp = two_valleys(biaxial(h))
zm, xm = two_valleys(biaxial(-h))
splitting_slope = ((zp - xp) - (zm - xm)) / (2 * h)
linear_slope = linear_splitting(1.0)
assert abs(splitting_slope - linear_slope) < 1e-2
mean_slope = ((2 * zp + 4 * xp) - (2 * zm + 4 * xm)) / (12 * h)
mean_law = (Xi_d + Xi_u / 3) * np.trace(biaxial(1.0))
assert abs(mean_slope - mean_law) < 1e-2

# Hydrostatic strain leaves the valleys degenerate
zh, xh = two_valleys(0.01 * np.eye(3))
assert abs(zh - xh) < 1e-7

# Worked example: all six minima at one per cent in-plane tension
par = 0.01
eps = biaxial(par)
tensile = Crystal(eps)
positions, levels = np.array([tensile.valley(n) for n in axes]).T
assert np.ptp(levels[:4]) < 1e-7 and np.ptp(levels[4:]) < 1e-7
full_tension = levels[4] - levels[0]
linear_tension = linear_splitting(par)
assert full_tension * linear_tension > 0
zc, xc = two_valleys(biaxial(-par))
full_compression = zc - xc
assert full_compression * linear_splitting(-par) > 0

# The remainder falls faster than the strain
zq, xq = two_valleys(biaxial(par / 4))
remainder = full_tension - linear_tension
remainder_quarter = (zq - xq) - linear_splitting(par / 4)
assert abs(remainder_quarter) < abs(remainder) / 8

# Basis convergence of the uniaxial deformation potential
large = Crystal(np.zeros((3, 3)), cutoff=43)
k_large, _ = large.valley(Z)
D_large = deformation_tensor(large, k_large * Z)
Xi_u_large = D_large[2, 2] - D_large[0, 0]
assert abs(Xi_u_large - Xi_u) < 0.1

thermal = const.k * 300 / const.e
mean_level = levels.mean()
print(f"Lattice constant: {lattice_constant * 1e10:.2f} angstrom")
for x, v in zip(node_x, node_v):
    print(f"Pseudopotential at squared wavevector {x:.0f}: {v:.2f} Ry")
print("Pseudopotential cutoff, squared wavevector: 16 (2 pi/a)^2")
print(f"Plane waves in basis: {len(unstrained.G)}")
print(f"Plane waves in larger basis: {len(large.G)}")
print(f"Kinetic unit hbar^2(2 pi/a)^2/2m: {kinetic_unit:.4f} eV")
print(f"C11: {C11:.0f} GPa")
print(f"C12: {C12:.0f} GPa")
print(f"Unstrained valley position: {k0:.4f} (2 pi/a)")
print(f"D_xx = Xi_d (average potential set to zero): {Xi_d:.4f} eV")
print(f"D_zz = Xi_d + Xi_u: {D[2, 2]:.4f} eV")
print(f"Xi_u from unstrained state: {Xi_u:.4f} eV")
print(f"Xi_u in larger basis: {Xi_u_large:.4f} eV")
print(f"Largest error, general strain test: {general_error:.1e} eV")
print(f"Splitting per unit eps_par, linear law: {linear_slope:.4f} eV")
print(f"Splitting per unit eps_par, minima: {splitting_slope:.4f} eV")
print(f"Mean shift per unit eps_par, law: {mean_law:.4f} eV")
print(f"Mean shift per unit eps_par, minima: {mean_slope:.4f} eV")
print(f"Hydrostatic 1% strain, splitting size: {abs(zh - xh):.1e} eV")
print(f"Example eps_par: {100 * par:.2f} %")
print(f"Example eps_perp: {100 * eps[2, 2]:.2f} %")
print(f"Example eps_perp - eps_par: {100 * (eps[2, 2] - par):.2f} %")
print(f"Tension, linear splitting: {1000 * linear_tension:.2f} meV")
print(f"Tension, full splitting: {1000 * full_tension:.2f} meV")
print(f"Tension, full minus linear: {1000 * remainder:.3f} meV")
print(f"Quarter strain, full minus linear: {1000 * remainder_quarter:.3f} meV")
print(f"Compression, linear splitting: {1000 * linear_splitting(-par):.2f} meV")
print(f"Compression, full splitting: {1000 * full_compression:.2f} meV")
print(f"Linear Delta2 shift from mean: {2000 * linear_tension / 3:.2f} meV")
print(f"Linear Delta4 shift from mean: {-1000 * linear_tension / 3:.2f} meV")
print(f"Full Delta2 shift from mean: {1000 * (levels[4] - mean_level):.2f} meV")
print(f"Full Delta4 shift from mean: {1000 * (levels[0] - mean_level):.2f} meV")
print(f"Delta2 position, unstrained label: {positions[4]:.4f} (2 pi/a)")
print(f"Delta4 position, unstrained label: {positions[0]:.4f} (2 pi/a)")
print(f"Thermal energy at 300 K: {1000 * thermal:.2f} meV")
print(f"Full splitting size / thermal energy: {abs(full_tension) / thermal:.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Lattice constant: 5.40 angstrom
Pseudopotential at squared wavevector 0: -0.60 Ry
Pseudopotential at squared wavevector 3: -0.22 Ry
Pseudopotential at squared wavevector 8: 0.05 Ry
Pseudopotential at squared wavevector 11: 0.07 Ry
Pseudopotential cutoff, squared wavevector: 16 (2 pi/a)^2
Plane waves in basis: 169
Plane waves in larger basis: 307
Kinetic unit hbar^2(2 pi/a)^2/2m: 5.1582 eV
C11: 160 GPa
C12: 64 GPa
Unstrained valley position: 0.8535 (2 pi/a)
D_xx = Xi_d (average potential set to zero): -10.3871 eV
D_zz = Xi_d + Xi_u: -0.5332 eV
Xi_u from unstrained state: 9.8539 eV
Xi_u in larger basis: 9.8546 eV
Largest error, general strain test: 2.8e-06 eV
Splitting per unit eps_par, linear law: -17.7370 eV
Splitting per unit eps_par, minima: -17.7370 eV
Mean shift per unit eps_par, law: -8.5230 eV
Mean shift per unit eps_par, minima: -8.5230 eV
Hydrostatic 1% strain, splitting size: 3.0e-14 eV
Example eps_par: 1.00 %
Example eps_perp: -0.80 %
Example eps_perp - eps_par: -1.80 %
Tension, linear splitting: -177.37 meV
Tension, full splitting: -179.53 meV
Tension, full minus linear: -2.161 meV
Quarter strain, full minus linear: -0.142 meV
Compression, linear splitting: 177.37 meV
Compression, full splitting: 174.91 meV
Linear Delta2 shift from mean: -118.25 meV
Linear Delta4 shift from mean: 59.12 meV
Full Delta2 shift from mean: -119.69 meV
Full Delta4 shift from mean: 59.84 meV
Delta2 position, unstrained label: 0.8478 (2 pi/a)
Delta4 position, unstrained label: 0.8551 (2 pi/a)
Thermal energy at 300 K: 25.85 meV
Full splitting size / thermal energy: 6.94
ALL CHECKS PASSED
```
